# Moshinsky brackets and Talmi integrals for two 0p oscillator particles

**Question**

Two particles of equal mass sit in 0p orbitals of the same isotropic harmonic oscillator, coupled to total orbital angular momentum $L=0$, 1 or 2. I want the matrix element of a central force $V(|\mathbf r_1-\mathbf r_2|)$, so I need the pair state in relative and centre-of-mass coordinates.

Conservation of quanta gives me a list of candidates. For $L=0$ there are three: relative 1s with centre of mass 0s, relative 0s with centre of mass 1s, and both in 0p. I can't see how to find the coefficients without a six-dimensional integral, or how to fix their signs. I also don't know how to turn the result into Talmi integrals. Finally, if I get a number for each $L$, is it the first-order interaction energy of two electrons in a harmonic trap?

**Answer**

You can avoid the integral by working with creation operators. The change of coordinates is a rotation of two vectors, and two quanta are few enough to expand by hand.

**Coordinates and conventions**

Let $b=\sqrt{\hbar/(m\omega)}$ be the oscillator length, and measure $\mathbf r_1,\mathbf r_2$ in units of $b$ for now. Define

$$\mathbf r=\frac{\mathbf r_1-\mathbf r_2}{\sqrt2},\qquad \mathbf R=\frac{\mathbf r_1+\mathbf r_2}{\sqrt2}.$$

The cross terms cancel in the sum of squares, so $r^2+R^2=r_1^2+r_2^2$. The momenta transform in the same way. The Hamiltonian therefore becomes two independent oscillators with the same frequency and the same length $b$. This is the reason for the factors $\sqrt2$; note that the true separation is $r_{12}=\sqrt2\,b\,r$.

I write $|nl,N\Lambda;LM\rangle$ for a relative state $(n,l)$ coupled to a centre-of-mass state $(N,\Lambda)$, in that order. Here $n$ and $N$ count radial nodes. Radial functions are positive near the origin, and spherical harmonics have the Condon-Shortley phase. Each 0p particle carries one quantum, so

$$2n+l+2N+\Lambda=2.$$

The candidates are $|10,00\rangle$ and $|00,10\rangle$ for $L=0$, $|02,00\rangle$ and $|00,02\rangle$ for $L=2$, and $|01,01\rangle$ for each of the three $L$.

**Rotating the creation operators**

Let $\mathbf a_i^\dagger$ create quanta of particle $i$, $\mathbf c^\dagger$ relative quanta and $\mathbf A^\dagger$ centre-of-mass quanta. They are linear in coordinates and momenta, so they rotate like the coordinates:

$$\mathbf a_1^\dagger=\frac{\mathbf A^\dagger+\mathbf c^\dagger}{\sqrt2},\qquad
\mathbf a_2^\dagger=\frac{\mathbf A^\dagger-\mathbf c^\dagger}{\sqrt2}.$$

The vacuum is the same in both descriptions, because $e^{-(r_1^2+r_2^2)/2}=e^{-(r^2+R^2)/2}$.

For one oscillator with ground state $\phi_0=e^{-x^2/2}$ (up to normalization), $c_j^\dagger=(x_j-\partial_j)/\sqrt2$ gives $c_j^\dagger\phi_0=\sqrt2\,x_j\phi_0$. The spherical components $c^\dagger_{\pm1}=\mp(c_x^\dagger\pm ic_y^\dagger)/\sqrt2$ and $c_0^\dagger=c_z^\dagger$ thus create the normalized 0p states with the phases chosen above. With

$$[\mathbf u\times\mathbf v]_{LM}=\sum_{m_1m_2}\langle1m_1\,1m_2|LM\rangle\,u_{m_1}v_{m_2},$$

the pair state is $|0p0p;LM\rangle=[\mathbf a_1^\dagger\times\mathbf a_2^\dagger]_{LM}|{\rm vac}\rangle$. Inserting the rotation,

$$[\mathbf a_1^\dagger\times\mathbf a_2^\dagger]_L=\tfrac12\Big([\mathbf A^\dagger\times\mathbf A^\dagger]_L-[\mathbf A^\dagger\times\mathbf c^\dagger]_L+[\mathbf c^\dagger\times\mathbf A^\dagger]_L-[\mathbf c^\dagger\times\mathbf c^\dagger]_L\Big).$$

Creation operators commute with one another, and exchanging the first two momenta in $\langle1m_1\,1m_2|LM\rangle$ gives a factor $(-1)^{1+1-L}=(-1)^L$. Hence $[\mathbf A^\dagger\times\mathbf c^\dagger]_L=(-1)^L[\mathbf c^\dagger\times\mathbf A^\dagger]_L$, and there are two cases:

- For even $L$ the mixed terms cancel, leaving $\tfrac12([\mathbf A^\dagger\times\mathbf A^\dagger]_L-[\mathbf c^\dagger\times\mathbf c^\dagger]_L)$.
- For $L=1$ the like terms equal minus themselves and vanish. The two mixed terms add to $[\mathbf c^\dagger\times\mathbf A^\dagger]_1$.

This settles your third candidate for $L=0$: its coefficient is zero. The symmetry behind it is particle exchange, which sends $\mathbf r\to-\mathbf r$ and multiplies a relative state by $(-1)^l$. The pair state is multiplied by $(-1)^L$, so $l$ must have the parity of $L$.

**Normalizing, with signs**

*L = 1.* The state $[\mathbf c^\dagger\times\mathbf A^\dagger]_{1M}|{\rm vac}\rangle$ is already normalized and coupled in the chosen order:

$$|0p0p;1\rangle=|01,01;1\rangle .$$

*L = 0.* Here $\langle1m\,1{-m}|00\rangle=(-1)^{1-m}/\sqrt3$, so

$$[\mathbf c^\dagger\times\mathbf c^\dagger]_0=\frac{2c_1^\dagger c_{-1}^\dagger-(c_0^\dagger)^2}{\sqrt3}=-\frac{\mathbf c^\dagger\cdot\mathbf c^\dagger}{\sqrt3},$$

because $2c_1^\dagger c_{-1}^\dagger=-(c_x^\dagger)^2-(c_y^\dagger)^2$. Next, find what the scalar product creates. For one component,

$$(c_j^\dagger)^2\phi_0=\tfrac12(x_j-\partial_j)(2x_j\phi_0)=(2x_j^2-1)\phi_0 .$$

The sum over $j$ is $(2x^2-3)\phi_0=-2(\tfrac32-x^2)\phi_0$. This is a 1s function that is negative at the origin, opposite to our convention. Its squared norm is $3\times2=6$, since the three states $(c_j^\dagger)^2|{\rm vac}\rangle$ are orthogonal and each has squared norm 2. Therefore

$$\mathbf c^\dagger\cdot\mathbf c^\dagger|{\rm vac}\rangle=-\sqrt6\,|1s\rangle,\qquad
[\mathbf c^\dagger\times\mathbf c^\dagger]_0|{\rm vac}\rangle=\sqrt2\,|1s\rangle .$$

The same holds for $\mathbf A^\dagger$. With the prefactor $\tfrac12$,

$$|0p0p;0\rangle=\frac{|00,10;0\rangle-|10,00;0\rangle}{\sqrt2}.$$

*L = 2.* Take $M=2$, where $[\mathbf c^\dagger\times\mathbf c^\dagger]_{22}=(c_1^\dagger)^2$. This creates two quanta in one mode, so the norm is $\sqrt2$. For the phase, $(\partial_x+i\partial_y)(x+iy)=1-1=0$, so the second creation operator gives no extra derivative term and $(c_1^\dagger)^2\phi_0=(x+iy)^2\phi_0$. This is a positive multiple of $r^2Y_{22}\phi_0$. Thus $[\mathbf c^\dagger\times\mathbf c^\dagger]_2|{\rm vac}\rangle=\sqrt2\,|0d\rangle$, for every $M$ by rotation, and

$$|0p0p;2\rangle=\frac{|00,02;2\rangle-|02,00;2\rangle}{\sqrt2}.$$

The nonzero brackets have magnitudes $1/\sqrt2$, 1 and $1/\sqrt2$ for $L=0,1,2$. Their signs depend on convention. Defining $\mathbf r$ with the opposite sign multiplies each bracket by $(-1)^l$, which reverses the one for $L=1$. Making radial functions positive at large distance reverses both for $L=0$. The squares do not change.

**If the masses differ**

Suppose both particles keep the frequency $\omega$ but have masses $m_1,m_2$. With $\cos^2\beta=m_1/(m_1+m_2)$ the rotation is

$$\mathbf a_1^\dagger=\cos\beta\,\mathbf A^\dagger+\sin\beta\,\mathbf c^\dagger,\qquad
\mathbf a_2^\dagger=\sin\beta\,\mathbf A^\dagger-\cos\beta\,\mathbf c^\dagger .$$

The like terms now carry $\sin\beta\cos\beta$, and the mixed terms combine to $[\sin^2\beta-(-1)^L\cos^2\beta]\,[\mathbf c^\dagger\times\mathbf A^\dagger]_L$. For $L=1$ the bracket is still 1. For even $L$ the two old magnitudes become $\sin2\beta/\sqrt2$, and the state $|01,01;L\rangle$ enters with magnitude $|\cos2\beta|$. The squares add to $\sin^22\beta+\cos^22\beta=1$. Equal masses mean $\beta=\pi/4$, which removes the mixed state. From here on the masses are equal.

**Reducing the force**

The force acts on $\mathbf r$ and leaves the centre-of-mass state alone. For $L=0$ and 2 the two components have different, orthogonal centre-of-mass states, so the cross terms vanish. Writing $\langle nl\rangle$ for the relative expectation value of $V(\sqrt2\,b\,x)$, the diagonal elements $E_L=\langle0p0p;L|V|0p0p;L\rangle$ are

$$E_0=\tfrac12(\langle0s\rangle+\langle1s\rangle),\qquad E_1=\langle0p\rangle,\qquad E_2=\tfrac12(\langle0s\rangle+\langle0d\rangle).$$

The Talmi integrals are

$$I_p=\frac{2}{\Gamma(p+\frac32)}\int_0^\infty x^{2p+2}e^{-x^2}\,V(\sqrt2\,b\,x)\,dx .$$

The prefactor makes $I_p=1$ for $V=1$. A nodeless state has radial density $x^2R_{0l}^2=2x^{2l+2}e^{-x^2}/\Gamma(l+\tfrac32)$, so $\langle0s\rangle=I_0$, $\langle0p\rangle=I_1$ and $\langle0d\rangle=I_2$.

For 1s, the density is proportional to $x^2(\tfrac32-x^2)^2e^{-x^2}=x^2(\tfrac94-3x^2+x^4)e^{-x^2}$. Each power $x^{2p+2}$ integrates to $\tfrac12\Gamma(p+\tfrac32)I_p$, and $\Gamma(\tfrac52)=\tfrac32\Gamma(\tfrac32)$, $\Gamma(\tfrac72)=\tfrac{15}4\Gamma(\tfrac32)$. Hence

$$\langle1s\rangle=K\left(\tfrac94I_0-\tfrac92I_1+\tfrac{15}4I_2\right).$$

For $V=1$ the bracket is $\tfrac32$, so normalization requires $K=\tfrac23$:

$$\langle1s\rangle=\tfrac32I_0-3I_1+\tfrac52I_2 .$$

Inserting these values gives

$$\boxed{E_0=\tfrac54I_0-\tfrac32I_1+\tfrac54I_2,\qquad E_1=I_1,\qquad E_2=\tfrac12(I_0+I_2).}$$

A quadratic force gives a check by hand. For $V=r_{12}^2=2b^2x^2$, the ratio of gamma functions gives $I_p=2b^2(p+\tfrac32)$, that is $3b^2,5b^2,7b^2$. All three elements equal $5b^2$. Directly, $r_{12}^2=r_1^2+r_2^2-2\mathbf r_1\cdot\mathbf r_2$ (now in ordinary lengths). Each 0p particle has $\langle r_i^2\rangle=\tfrac52b^2$, and the scalar product averages to zero by the parity of either orbital. The sum is again $5b^2$.

**What decides the order in L**

Subtract $E_1$ from the other two:

$$E_0-E_1=\tfrac54D,\qquad E_2-E_1=\tfrac12D,\qquad D=I_0-2I_1+I_2 .$$

Any central force with $D\ne0$ therefore gives splittings in the ratio 5:2, and the sign of $D$ fixes the order. If $D>0$, the order is $E_1<E_2<E_0$; reversing the sign of the force reverses it. Being repulsive is not the criterion: $V=-r_{12}^2$ pushes the particles apart at every distance, yet its integrals $-3b^2,-5b^2,-7b^2$ give $D=0$.

**Two electrons with Coulomb repulsion**

Take $\omega=0.25$ hartree/$\hbar$. In atomic units $b=1/\sqrt{0.25}=2$ bohr. For $V=1/r_{12}=1/(\sqrt2\,b\,x)$ the integrand contains $x^{2p+1}e^{-x^2}$, whose integral is $\tfrac12\Gamma(p+1)$, so

$$I_p=\frac{\Gamma(p+1)}{\sqrt2\,b\,\Gamma(p+\frac32)} .$$

This gives $I_0=0.3989$ hartree, $I_1=\tfrac23I_0=0.2660$ hartree and $I_2=\tfrac45I_1=\tfrac8{15}I_0=0.2128$ hartree. Then

- $E_0=(\tfrac54-1+\tfrac23)I_0=\tfrac{11}{12}I_0=0.3657$ hartree (9.95 eV)
- $E_1=\tfrac23I_0=0.2660$ hartree (7.24 eV)
- $E_2=\tfrac12(1+\tfrac8{15})I_0=\tfrac{23}{30}I_0=0.3059$ hartree (8.32 eV)

The spatial state has exchange parity $(-1)^L$, so antisymmetry makes $L=0,2$ spin singlets and $L=1$ a spin triplet. Here $D=I_0/5>0$, and the triplet element is lowest. Its relative motion is purely 0p, which vanishes when the electrons meet.

The numerical output also lists "direct" values. They come from a multipole expansion in the original coordinates, without any bracket, and they agree with the Talmi values.

**A force with adjustable range**

For $V=V_0e^{-r_{12}^2/a^2}$ the Gaussian in the integrand becomes $e^{-sx^2}$ with $s=1+2b^2/a^2$, and rescaling $x$ gives $I_p=V_0\,s^{-p-3/2}$. With $V_0=0.40$ hartree, $a=3$ bohr and $b=2$ bohr, $s=17/9$. The integrals are 0.1541, 0.0816 and 0.0432 hartree, and

$$E_0=0.1242,\qquad E_1=0.0816,\qquad E_2=0.0986\ \text{hartree}.$$

Since $D=I_0(1-1/s)^2$ is positive for $V_0>0$, the order is the same as for Coulomb repulsion. Two limits show what the range does:

- For $a\ll b$, $s$ is large and $I_0$ dominates. Then $E_0\to\tfrac54I_0$ and $E_2\to\tfrac12I_0$, while $E_1/I_0\to0$. A short-range force hardly acts in the relative p wave.
- For $a\gg b$, $s\to1$ and every $E_L\to V_0$. The splitting is small, $D\approx V_0(2b^2/a^2)^2$. The term linear in $b^2/a^2$ comes from $r_{12}^2$, which shifts all three $L$ equally.

**Are these first-order energies?**

For $L=1$ yes, for $L=0$ and 2 no. In the two-particle oscillator, $0p^2$ is degenerate with $0s1s$, which has $L=0$, and with $0s0d$, which has $L=2$. First-order perturbation theory requires diagonalizing $V$ among degenerate states of the same symmetry.

The brackets have done that already. For $L=0$, the exchange-symmetric space is spanned by $|00,10;0\rangle$ and $|10,00;0\rangle$, in which $V$ is diagonal with values $I_0$ and $\langle1s\rangle$. The $0p^2$ state is their equal-weight difference. The symmetric $0s1s$ state, being orthogonal to it, is their equal-weight sum up to a phase. The coupling between the two has magnitude $\tfrac12|I_0-\langle1s\rangle|$. For $L=2$, replace $\langle1s\rangle$ by $I_2$.

For the Coulomb example, with all values in hartree:

- $L=0$: first-order energies 0.3325 and 0.3989, coupling 0.0332.
- $L=2$: first-order energies 0.2128 and 0.3989, coupling 0.0931.

Diagonalizing $V$ in the original single-particle basis reproduces these energies. Each $E_L$ with even $L$ is the mean of its two first-order energies. The order of the levels also differs from the order of the $E_L$: the lowest first-order energy in this shell is the $L=2$ singlet with relative 0d motion, at 0.2128 hartree, below the triplet at 0.2660 hartree.

First order is itself a rough approximation in this trap. The force conserves $l$ and the centre-of-mass state, so it mixes in relative states with a different $n$, at least $2\hbar\omega=0.5$ hartree away. What matters is the coupling to those states compared with that gap. The normalized 1s function is $\sqrt{2/3}\,(\tfrac32-x^2)$ times the 0s function, so $\langle1s|V|0s\rangle=\sqrt{2/3}\cdot\tfrac32(I_0-I_1)=0.163$ hartree for Coulomb repulsion, about a third of the gap. This state alone lowers the relative 0s level by $0.163^2/0.5\approx0.05$ hartree in second order. The Coulomb couplings scale as $1/b\propto\sqrt\omega$ while the gap scales as $\omega$, so the approximation improves in a tighter trap in relative terms only. The second-order shift, coupling squared over gap, does not depend on $\omega$, while the first-order energy grows as $\sqrt\omega$. For the relative 0s level, first order overestimates the exact interaction energy by 0.060 hartree (about 15% of the first-order value) at $\omega=0.25$ and by 0.075 hartree (about 2%) at $\omega=16$.

**Where the reduction stops working**

The formulas for $E_L$ hold for equal masses, a common oscillator and a central force that does not act on spin. The integrals must also converge. For a power law $r_{12}^{-k}$ the integrand of $I_p$ behaves as $x^{2p+2-k}$ near the origin, so $E_0$ and $E_2$, which contain $I_0$, need $k<3$, while $E_1=I_1$ needs only $k<5$. Other orbitals of the same oscillator still conserve quanta, but they have their own brackets. With orbitals that are not oscillator states, or with equal masses but a different frequency for each particle, the conservation of quanta used at the start is no longer available, and these two-term expansions do not apply.

## Calculated quantities

```
Brackets <n l, N Lam; L | 0p 0p; L> from 6D quadrature
L=0 (n l N Lam)=(1, 0, 0, 0): -0.707107
L=0 (n l N Lam)=(0, 0, 1, 0): 0.707107
L=0 (n l N Lam)=(0, 1, 0, 1): -0.000000
L=1 (n l N Lam)=(0, 1, 0, 1): 1.000000
L=2 (n l N Lam)=(0, 1, 0, 1): 0.000000
L=2 (n l N Lam)=(0, 2, 0, 0): -0.707107
L=2 (n l N Lam)=(0, 0, 0, 2): 0.707107
trap frequency = 0.25 hartree/hbar, b = 2.00 bohr
Gaussian height = 0.40 hartree, range = 3.00 bohr
Coulomb force, energies in hartree
  I_0 = 0.398942
  I_1 = 0.265962
  I_2 = 0.212769
  relative <1s|V|1s> = 0.332452
  E_0: Talmi 0.365697, direct 0.365697
  E_1: Talmi 0.265962, direct 0.265962
  E_2: Talmi 0.305856, direct 0.305856
  L=0 coupling of 0p^2 to partner = 0.033245
  L=0 first-order energies = 0.332452, 0.398942
  L=2 coupling of 0p^2 to partner = 0.093087
  L=2 first-order energies = 0.212769, 0.398942
Gaussian force, energies in hartree
  I_0 = 0.154081
  I_1 = 0.081573
  I_2 = 0.043185
  relative <1s|V|1s> = 0.094368
  E_0: Talmi 0.124225, direct 0.124225
  E_1: Talmi 0.081573, direct 0.081573
  E_2: Talmi 0.098633, direct 0.098633
  L=0 coupling of 0p^2 to partner = 0.029857
  L=0 first-order energies = 0.094368, 0.154081
  L=2 coupling of 0p^2 to partner = 0.055448
  L=2 first-order energies = 0.043185, 0.154081
Coulomb E_0/I_0 = 0.916667, E_0 = 9.9511 eV
Coulomb E_1/I_0 = 0.666667, E_1 = 7.2372 eV
Coulomb E_2/I_0 = 0.766667, E_2 = 8.3228 eV
```
